# Kratzer potential: exact levels from noninteger angular momentum and Dunham coefficients

**Question**

I am trying to find the rovibrational levels of a diatomic molecule with reduced mass $\mu$ in the Kratzer potential

$$V(r)=D\left(\frac{a^2}{r^2}-\frac{2a}{r}\right),\qquad D,a>0 .$$

The minimum is $V(a)=-D$, and $V\to0$ at dissociation. The $1/r$ term looks like hydrogen and the $1/r^2$ term looks like a centrifugal barrier. When I combine the barriers, however, the effective angular momentum is not an integer. Can I still use the hydrogen solution, and which number then has to be an integer?

I also need the Dunham coefficients $Y_{kl}$, defined by

$$E(v,J)+D=\sum_{k,l\ge0}Y_{kl}\left(v+\tfrac12\right)^k[J(J+1)]^l .$$

My attempts give a $Y_{10}$ slightly different from the harmonic quantum $\hbar\omega$, and a constant $Y_{00}$ that I did not expect. Are these mistakes? And does the series work for every level?

**Answer**

The hydrogen solution survives, because the radial equation never needs an integer angular momentum. Your two small discrepancies are real features of the expansion. The series does not work for every level.

**Mapping to hydrogen**

Write the radial function as $R=u/r$. Then

$$-\frac{\hbar^2}{2\mu}u''+\left[\frac{\hbar^2J(J+1)}{2\mu r^2}+\frac{Da^2}{r^2}-\frac{2Da}{r}\right]u=Eu .$$

Define the dimensionless strength

$$\gamma^2=\frac{2\mu Da^2}{\hbar^2},\qquad\text{so that}\qquad Da^2=\frac{\hbar^2\gamma^2}{2\mu}.$$

The two inverse-square terms combine into $\hbar^2\lambda(\lambda+1)/(2\mu r^2)$, with

$$\lambda(\lambda+1)=J(J+1)+\gamma^2 .$$

Adding $\tfrac14$ to both sides completes the squares, $(\lambda+\tfrac12)^2=(J+\tfrac12)^2+\gamma^2$. The positive root is

$$\lambda=-\tfrac12+\sqrt{(J+\tfrac12)^2+\gamma^2}.$$

This is hydrogen's radial equation with $Ze^2\to2Da$ and orbital number $\lambda$. The true angular functions are still spherical harmonics with integer $J$; $\lambda$ enters only the radial problem.

Near $r=0$ the solutions behave as $r^{\lambda+1}$ or $r^{-\lambda}$. The second is not square-integrable when $\lambda\ge\tfrac12$, which holds for all $J$ if $\gamma^2\ge\tfrac34$. Chemically bound molecules have $\gamma\gg1$ (about 25 for H$_2$), so this is no restriction there. For smaller $\gamma$ we reject $r^{-\lambda}$ by requiring finite kinetic energy: its squared derivative goes as $r^{-2\lambda-2}$, which is not integrable at the origin.

**Which number is an integer**

For a bound state set $E=-\hbar^2\kappa^2/(2\mu)$ with $\kappa>0$, and use $\rho=2\kappa r$. Multiply the radial equation by $-2\mu/\hbar^2$ and divide by $4\kappa^2$. The attraction becomes

$$\frac{1}{4\kappa^2}\,\frac{2\mu}{\hbar^2}\,\frac{2Da}{r}
=\frac{1}{4\kappa^2}\,\frac{2\gamma^2}{ar}
=\frac{\gamma^2}{\kappa a}\,\frac1\rho .$$

With $n=\gamma^2/(\kappa a)$, not yet restricted to any particular values,

$$\frac{d^2u}{d\rho^2}=\left[\frac{\lambda(\lambda+1)}{\rho^2}-\frac n\rho+\frac14\right]u .$$

Take out the behaviour at both ends by writing $u=\rho^{\lambda+1}e^{-\rho/2}F(\rho)$. Let $q=(\lambda+1)/\rho-\tfrac12$. Differentiating twice gives

$$\frac{d^2u}{d\rho^2}=\rho^{\lambda+1}e^{-\rho/2}\left[F''+2qF'+(q^2+q')F\right],$$

$$q^2+q'=\frac{(\lambda+1)^2-(\lambda+1)}{\rho^2}-\frac{\lambda+1}{\rho}+\frac14
=\frac{\lambda(\lambda+1)}{\rho^2}-\frac{\lambda+1}{\rho}+\frac14 .$$

The $1/\rho^2$ and constant terms cancel against the right-hand side. After multiplication by $\rho$,

$$\rho F''+(2\lambda+2-\rho)F'+(n-\lambda-1)F=0 .$$

Insert $F=\sum_jc_j\rho^j$ and collect the coefficient of $\rho^j$:

$$(j+1)(j+2\lambda+2)\,c_{j+1}=(j+\lambda+1-n)\,c_j .$$

If the series never ends, $c_{j+1}/c_j$ approaches $1/(j+1)$, the ratio for $e^\rho$. For any small $\epsilon>0$, $F$ then eventually grows faster than $e^{(1-\epsilon)\rho}$. The factor $e^{-\rho/2}$ cannot compensate, and $u$ is not normalizable. The series must therefore end at some power $v=0,1,2,\ldots$, which requires

$$n=v+\lambda+1 .$$

So $v$ is the integer, while $\lambda$ and $n$ generally are not. For fixed $J$ the energy rises with $v$, so the level labelled $v$ is number $v+1$ from the bottom and has $v$ radial nodes. It is the vibrational quantum number.

The equation for $F$ is Laguerre's, so

$$u_{vJ}(r)=N\rho^{\lambda+1}e^{-\rho/2}L_v^{(2\lambda+1)}(\rho),\qquad
N^2=\frac{\kappa\,v!}{(v+\lambda+1)\,\Gamma(v+2\lambda+2)} .$$

To obtain $N$, put $\alpha=2\lambda+1$. The norm contains $\int_0^\infty\rho^{\alpha+1}e^{-\rho}[L_v^{(\alpha)}]^2d\rho$. The recurrence

$$\rho L_v^{(\alpha)}=(2v+\alpha+1)L_v^{(\alpha)}-(v+1)L_{v+1}^{(\alpha)}-(v+\alpha)L_{v-1}^{(\alpha)}$$

and orthogonality with weight $\rho^\alpha e^{-\rho}$ leave only the first term. The integral is $(2v+\alpha+1)\Gamma(v+\alpha+1)/v!=2(v+\lambda+1)\Gamma(v+2\lambda+2)/v!$. Since $dr=d\rho/(2\kappa)$, setting the norm to one gives $N^2$.

**The energy**

From $\kappa=\gamma^2/(an)$ and $\hbar^2/(2\mu a^2)=D/\gamma^2$,

$$E=-\frac{\hbar^2}{2\mu a^2}\frac{\gamma^4}{n^2}=-\frac{D\gamma^2}{n^2},$$

$$\boxed{E(v,J)=-\frac{D\gamma^2}{\left[v+\tfrac12+\sqrt{(J+\tfrac12)^2+\gamma^2}\right]^2}}$$

No large-$\gamma$ approximation has been made. Direct diagonalization at $\gamma^2=5$, far from the molecular regime, agrees with this formula, with a largest deviation of about $2.4\times10^{-9}D$, for the four lowest levels of each of $J=0,1,2$.

Every $J$ has infinitely many bound levels, accumulating at $E=0$, because $v$ has no upper limit. This comes from the Coulomb tail $-2Da/r$, which is wrong for separation into neutral atoms. The model therefore fails near dissociation. Near the bottom of the well it has a limit of another kind, noted after the table of Dunham coefficients.

**Dunham expansion**

Let

$$x=v+\tfrac12,\qquad X=J(J+1),\qquad g^2=\gamma^2+\tfrac14,\qquad S=\sqrt{g^2+X}.$$

The $\tfrac14$ appears because $(J+\tfrac12)^2=X+\tfrac14$. Now $E=-D\gamma^2S^{-2}(1+x/S)^{-2}$. Differentiating the geometric series gives $(1+z)^{-2}=\sum_k(-1)^k(k+1)z^k$ for $|z|<1$, so

$$E=-D\gamma^2\sum_{k\ge0}(-1)^k(k+1)\,x^k\,(g^2+X)^{-(k/2+1)} .$$

Expand the last factor by the binomial series for $X<g^2$:

$$(g^2+X)^{-(k/2+1)}=\sum_{l\ge0}\binom{-k/2-1}{l}\frac{X^l}{g^{k+2+2l}} .$$

Reading off the coefficient of $x^kX^l$ in $E+D$ gives

$$Y_{kl}=D\,\delta_{k0}\delta_{l0}-D\gamma^2(-1)^k(k+1)\binom{-k/2-1}{l}\frac1{g^{k+2+2l}} .$$

For $Y_{11}$, for example, the prefactor is $-(-1)(2)=+2$ and the binomial is $-\tfrac32$, so $Y_{11}=-3D\gamma^2/g^5$.

To compare with spectroscopic constants, define $B=\hbar^2/(2\mu a^2)=D/\gamma^2$. With $s=r/a$, $V/D=s^{-2}-2s^{-1}$ has second derivative $6s^{-4}-4s^{-3}=2$ at $s=1$. Hence $V''(a)=2D/a^2$ and

$$\hbar\omega=\hbar\sqrt{\frac{2D}{\mu a^2}}=\frac{2D}{\gamma},$$

where the last step uses $\hbar=a\sqrt{2\mu D}/\gamma$. It follows that $B^2/(\hbar\omega)=D/(2\gamma^3)$ and $B^3/(\hbar\omega)^2=D/(4\gamma^4)$. Replacing $g$ by $\gamma$ then gives the leading forms:

| Coefficient | Exact | Leading |
|---|---|---|
| $Y_{00}$ | $D/(4g^2)$ | $B/4$ |
| $Y_{10}$ | $2D\gamma^2/g^3$ | $\hbar\omega$ |
| $Y_{20}$ | $-3D\gamma^2/g^4$ | $-3B$ |
| $Y_{30}$ | $4D\gamma^2/g^5$ | $8B^2/(\hbar\omega)$ |
| $Y_{01}$ | $D\gamma^2/g^4$ | $B$ |
| $Y_{11}$ | $-3D\gamma^2/g^5$ | $-6B^2/(\hbar\omega)$ |
| $Y_{21}$ | $6D\gamma^2/g^6$ | $24B^3/(\hbar\omega)^2$ |
| $Y_{02}$ | $-D\gamma^2/g^6$ | $-4B^3/(\hbar\omega)^2$ |

This settles both of your worries. The constant is $Y_{00}=D(1-\gamma^2/g^2)=D/(4g^2)$, which is not zero. Every other coefficient equals its leading form times $(1+1/(4\gamma^2))^{-(k/2+1+l)}$, so $Y_{10}$ lies slightly below $\hbar\omega$.

The table also shows how rigid the model is. Since $(\hbar\omega)^2=4DB$, the values of $B$ and $\omega$ fix the depth and all the $Y_{kl}$. At leading order the anharmonicity constant $-Y_{20}$ must be $3B$, whatever the real molecule prefers: the ratio $-Y_{20}/B$ is about 2 for H$_2$ and about 7 for CO. The tie between depth and curvature is also restrictive. With the real $D$ and $a$, the relation $\hbar\omega=2\sqrt{DB}$ gives roughly $3000\ \mathrm{cm^{-1}}$ for H$_2$ against about $4400$, and roughly $800$ for CO against more than $2100$. A Kratzer well fitted to $B$ and $\omega$ therefore has a $D$ that is not the dissociation energy.

**Why $Y_{11}$ is negative**

In the radial Hamiltonian, $X$ multiplies $\hbar^2/(2\mu r^2)$. Treating $X$ as a continuous parameter, the Hellmann–Feynman theorem gives

$$B\left\langle\frac{a^2}{r^2}\right\rangle=\frac{\partial E}{\partial X}
=\frac{2D\gamma^2}{(x+S)^3}\,\frac1{2S}=\frac{D\gamma^2}{S(x+S)^3}.$$

This decreases as $v$ rises: in this potential vibrational excitation lowers the mean of $1/r^2$. The cause is the asymmetry of the well. With $\xi=r/a-1$, $\langle a^2/r^2\rangle\approx1-2\langle\xi\rangle+3\langle\xi^2\rangle$ and $\langle\xi^2\rangle\approx2Bx/(\hbar\omega)$. A harmonic well has $\langle\xi\rangle=0$, which gives a positive slope $+6B^2/(\hbar\omega)$. Here $V/D+1=\xi^2-2\xi^3+\cdots$, and $\langle V'\rangle=0$ gives $\langle\xi\rangle\approx3\langle\xi^2\rangle$, which turns the slope into $-6B^2/(\hbar\omega)$. The quantity $\partial E/\partial X$ has a spectroscopic name. Its value at $X=0$ is the rotational constant $B_v=Y_{01}+Y_{11}x+Y_{21}x^2+\cdots$, and $Y_{11}$ is its initial slope in $x$.

**Where the series works**

Replace all terms by their absolute values. The sum over $l$ then gives $(g^2-X)^{-(k/2+1)}$, provided $X<g^2$. The sum over $k$ gives

$$\sum_{k,l}|\text{terms}|=\frac{D\gamma^2}{\left(\sqrt{g^2-X}-x\right)^2},\qquad x<\sqrt{g^2-X},$$

apart from the separate constant $D$. The double series thus converges absolutely for

$$\left(v+\tfrac12\right)^2+J(J+1)<g^2 ,$$

and there the order of summation does not matter. At $J=0$ it is a power series in $x$ with radius $g$, and it diverges for $x\ge g$. At $x=g$ the exact energy is $-D\gamma^2/(4g^2)\approx-D/4$. The $J=0$ levels continue above this energy, but the Dunham series no longer represents them. For $J>0$ this energy is not the dividing line. The series in $X$ diverges for $X>g^2$ even at $v=0$, where that boundary lies near $-D/2$ for large $\gamma$. Outside the region of absolute convergence the order of summation matters: summing over $l$ first and then over $k$, as in the derivation above, still converges for $X<g^2$ and $x<S$.

**A numerical example**

Take round model parameters, not meant for any particular molecule: $D/(hc)=40000\ \mathrm{cm^{-1}}$, $a=1.2$ Å and $\mu=1$ u. Energies below are divided by $hc$ and given in $\mathrm{cm^{-1}}$. Then $B=11.706687$, so

$$\gamma^2=\frac{40000}{11.706687}=3416.8506,\qquad \gamma=58.4538,\qquad g=58.45597,$$

and $\hbar\omega=2(40000)/58.4538=1368.60$. The effective angular momentum for $J=0$ is $\lambda=g-\tfrac12=57.956$. The two lowest $J=0$ levels are

$$E(0,0)=-\frac{40000(3416.8506)}{(58.95597)^2}=-39321.53,$$

$$E(1,0)=-\frac{40000(3416.8506)}{(59.95597)^2}=-38020.79 .$$

Their difference, the fundamental, is $1300.74\ \mathrm{cm^{-1}}$, or $0.16127$ eV.

The Dunham coefficients give the same interval. Between $x=\tfrac12$ and $x=\tfrac32$, $x^2$ changes by $2$ and $x^3$ by $3.25$:

$$Y_{10}+2Y_{20}+3.25Y_{30}=1368.45-70.23+2.60=1300.82 .$$

The remaining $-0.08$ comes from higher powers. The first is $Y_{40}=-5D\gamma^2/g^6=5Y_{02}=-0.0171$; since $x^4$ changes by $5$, it contributes $-0.086$.

The eight tabulated coefficients lose accuracy along the four levels below. The error is not monotonic in $J$, because the omitted terms have both signs; at $v=8$ it passes through zero near $J=18$.

| $v,J$ | Exact $E$ | Eight terms |
|---|---|---|
| $0,0$ | $-39321.53$ | $-39321.53$ |
| $1,0$ | $-38020.79$ | $-38020.70$ |
| $4,6$ | $-34094.54$ | $-34087.62$ |
| $8,12$ | $-29319.55$ | $-29232.69$ |

The last error, $87\ \mathrm{cm^{-1}}$, is a truncation error, since $8.5^2+156=228.25$ is well below $g^2$. The numerical check sums more terms at this point and recovers the level.

For rotation, $B_0=11.410$ and $B_1=10.848$, a change of $-0.561$. The slope $Y_{11}=-0.601$ and the curvature contribution $2Y_{21}=+0.041$ account for $-0.560$ of it.

At $J=0$ the last level inside the convergence region is $v=57$, because $57.5<g<58.5$. It lies at $-0.2541D$. The level $v=58$, at $-0.2498D$, is still given by the closed formula but not by its Dunham series.

## Computed values

```
well depth D/hc = 40000.0 cm^-1
minimum a = 1.20 angstrom
reduced mass mu = 1.00 u
gamma^2 = 3416.8506, gamma = 58.45383, g = 58.45597
lambda(J=0) = 57.95597
lambda(J=1) = 57.97308
B = 11.706687 cm^-1
harmonic omega = 1368.6014 cm^-1
omega from numerical curvature = 1368.6035 cm^-1
Dunham coefficients in cm^-1: exact, leading, from grid levels
Y00: 2.926458, 2.926672, 2.926459
Y10: 1368.451, 1368.601, 1368.451
Y20: -35.11492, -35.12006, -35.11491
Y30: 0.8009429, 0.8010894, 0.8009348
Y01: 11.70497, 11.70669, 11.70497
Y11: -0.6007072, -0.6008171, -0.6007071
Y21: 0.02055247, 0.02055698, 0.02055242
Y02: -0.003425411, -0.003426163, -0.003425341
Levels E in cm^-1: exact, grid, eight-term Dunham sum
v=0, J=0: -39321.5276, -39321.5276, -39321.5265
v=1, J=0: -38020.7862, -38020.7862, -38020.7021
v=0, J=3: -39185.0874, -39185.0874, -39185.1027
v=4, J=6: -34094.5407, -34094.5407, -34087.6215
v=8, J=12: -29319.5463, -29319.5463, -29232.6877
fundamental (J=0, v=0 to 1) = 1300.7414 cm^-1
fundamental = 0.161271 eV
zero-point energy above minimum = 678.4724 cm^-1
B_0 = B<a^2/r^2>: formula 11.409686, quadrature 11.409686 cm^-1
B_1 = B<a^2/r^2>: formula 10.848252, quadrature 10.848252 cm^-1
B_1 - B_0 = -0.561434 cm^-1
last v inside convergence at J=0: 57
E(v=57, J=0)/D = -0.25412
E(v=58, J=0)/D = -0.24979
largest grid error, gamma^2=5: 2.4e-09 D
largest grid error, example: 2.9e-14 D
```
